# Film Thickness from a Thin-Ring Magnetron and Its Flat Distance: a numerical check

```python
# Result under test: a thin ring source of radius R, emitting with a cosine law,
# coats a parallel coaxial plane at distance h with the arrival density
#   F(r) = h^2 A / (pi Q^(3/2)),  A = h^2 + R^2 + r^2,  Q = A^2 - 4 R^2 r^2,
# per emitted atom, and its curvature at r = 0 vanishes at h = sqrt(2) R.
# r: distance from the axis on the substrate. Lengths are in mm unless noted.
# The film thickness is F times the number of emitted atoms / film density.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

PHI = 2 * np.pi * np.arange(400) / 400


def direct_profile(r, h, ring, power=1.0):
    """Arrival density from explicit vectors, summed around the ring."""
    separation = np.array([r - ring * np.cos(PHI), -ring * np.sin(PHI),
                           np.full(PHI.size, h)])
    distance = np.sqrt((separation ** 2).sum(axis=0))
    cosine = separation[2] / distance
    intensity = (power + 1) / (2 * np.pi) * cosine ** power
    return np.mean(intensity * cosine / distance ** 2)


def closed_profile(r, h, ring):
    a_sum = h ** 2 + ring ** 2 + r ** 2
    return h ** 2 * a_sum / (np.pi * (a_sum ** 2 - 4 * ring ** 2 * r ** 2) ** 1.5)


def captured(radius, h, ring):
    """Derived fraction of emitted atoms that land within the given radius."""
    s = h ** 2 + ring ** 2
    root = np.sqrt((s + radius ** 2) ** 2 - 4 * ring ** 2 * radius ** 2)
    return 0.5 * (1 - (s - radius ** 2) / root)


def direct_curvature(h, ring, power=1.0, step=1e-3):
    """Coefficient of r^2 in F(r)/F(0), by a finite difference."""
    delta = step * ring
    ratio = direct_profile(delta, h, ring, power) / direct_profile(0, h, ring, power)
    return (ratio - 1) / delta ** 2


def spread(h, ring, radius):
    """Half range over mean of extremes, on a disc of the given radius."""
    values = closed_profile(np.linspace(0, radius, 2001), h, ring)
    return (values.max() - values.min()) / (values.max() + values.min())


def best_distance(ring, radius):
    found = minimize_scalar(spread, bounds=(1.0 * ring, 1.8 * ring),
                            args=(ring, radius), method="bounded",
                            options={"xatol": 1e-8 * ring})
    return found.x


# ---- Tests in units of the ring radius ----
for h in (0.6, 1.0, np.sqrt(2), 2.5):
    for r in (0.0, 0.3, 1.0, 2.2):
        assert np.isclose(direct_profile(r, h, 1.0), closed_profile(r, h, 1.0),
                          rtol=1e-10)
    predicted = (4 - 2 * h ** 2) / (h ** 2 + 1) ** 2
    assert abs(direct_curvature(h, 1.0) - predicted) < 2e-5
    for radius in (0.5, 1.5):
        landed = quad(lambda r: 2 * np.pi * r * direct_profile(r, h, 1.0),
                      0, radius)[0]
        assert np.isclose(landed, captured(radius, h, 1.0), rtol=1e-7)
everything = quad(lambda r: 2 * np.pi * r * closed_profile(r, 1.3, 1.0), 0, np.inf)[0]
assert abs(everything - 1) < 1e-6

flat_unit = brentq(lambda h: direct_curvature(h, 1.0), 1.0, 2.0)
assert abs(flat_unit - np.sqrt(2)) < 1e-5
for power in (0.5, 1.5, 3.0):
    root = brentq(lambda h: direct_curvature(h, 1.0, power), 0.8, 3.0)
    assert abs(root - np.sqrt((power + 3) / 2)) < 1e-5

small = 0.05
quartic = (direct_profile(small, np.sqrt(2), 1.0)
           / direct_profile(0, np.sqrt(2), 1.0) - 1) / small ** 4
assert abs(quartic + 5 / 27) < 0.01 * 5 / 27   # next order is about small^2


def peak_radius(h, ring):
    """Derived position of the off-axis maximum, for h below sqrt(2) ring."""
    s = h ** 2 + ring ** 2
    return np.sqrt((ring ** 2 + np.sqrt(ring ** 4 + 8 * ring ** 2 * s)) / 2 - s)


for h in (0.7, 1.0, 1.3):
    found = minimize_scalar(lambda r: -direct_profile(r, h, 1.0),
                            bounds=(0.01, 1.5), method="bounded",
                            options={"xatol": 1e-9})
    assert abs(found.x - peak_radius(h, 1.0)) < 1e-5
for h in (np.sqrt(2), 1.6, 3.0):
    values = [direct_profile(r, h, 1.0) for r in np.linspace(0.02, 4, 200)]
    assert np.all(np.diff(values) < 0)

disc = 0.1
best_unit = best_distance(1.0, disc)
assert abs((2 - best_unit ** 2) / (5 * disc ** 2 / 6) - 1) < 0.05
gain_small = spread(np.sqrt(2), 1.0, disc) / spread(best_unit, 1.0, disc)
assert abs(gain_small - 4) < 0.2               # corrections of order disc^2

# ---- Worked example: small germanium magnetron, rough typical inputs ----
ring, sample = 25.0, 12.5                      # mm
current, sputter_yield = 0.2, 1.0              # A, atoms per ion
film_density = 5.3                             # g/cm3
mass_ge, mass_ar = 72.63, 39.95                # atomic mass units
pressure, gas_temperature = 1.0, 400.0         # mTorr, K
cross_section = 20.0                           # angstrom^2
duration = 60.0                                # s
flat = np.sqrt(2) * ring
emitted = sputter_yield * current / const.e    # atoms/s
atom_density = film_density * 1e3 / (mass_ge * const.atomic_mass)   # 1/m3
to_rate = emitted / atom_density * 1e6 * 1e9   # from 1/mm2 to nm/s
rate_centre = to_rate * closed_profile(0, flat, ring)
rate_edge = to_rate * closed_profile(sample, flat, ring)
best = best_distance(ring, sample)
equal = brentq(lambda h: closed_profile(sample, h, ring)
               - closed_profile(0, h, ring), ring, flat)
assert abs(best - equal) < 1e-3 * ring

# ---- Neglected effects ----
gas_density = pressure * 1e-3 * const.torr / (const.k * gas_temperature)
free_path = 1e3 / (gas_density * cross_section * 1e-20)             # mm
path_centre = np.hypot(flat, ring)
rng = np.random.default_rng(12345)


def landing_radii(mean_path, count):
    """Random flights; collisions with argon at rest, isotropic in the
    centre-of-mass frame; both planes absorb and extend without limit."""
    cosine = np.sqrt(1 - rng.random(count))
    sine = np.sqrt(1 - cosine ** 2)
    angle = 2 * np.pi * rng.random(count)
    direction = np.array([sine * np.cos(angle), sine * np.sin(angle), cosine])
    position = np.zeros((3, count))
    position[0] = ring
    radii = []
    while position.shape[1]:
        step = rng.exponential(mean_path, position.shape[1])
        height = position[2] + direction[2] * step
        hit = height >= flat
        reach = (flat - position[2, hit]) / direction[2, hit]
        radii.append(np.hypot(position[0, hit] + reach * direction[0, hit],
                              position[1, hit] + reach * direction[1, hit]))
        stay = (height > 0) & ~hit
        position = position[:, stay] + direction[:, stay] * step[stay]
        z = 2 * rng.random(position.shape[1]) - 1
        angle = 2 * np.pi * rng.random(z.size)
        side = np.sqrt(1 - z ** 2)
        kick = np.array([side * np.cos(angle), side * np.sin(angle), z])
        direction = mass_ge * direction[:, stay] + mass_ar * kick
        direction /= np.sqrt((direction ** 2).sum(axis=0))
    return np.concatenate(radii)


flights = 2_000_000
free_radii = landing_radii(1e12, flights)
for radius in (sample, ring):
    expected = captured(radius, flat, ring)
    sigma = np.sqrt(expected * (1 - expected) / flights)
    assert abs(np.mean(free_radii < radius) - expected) < 5 * sigma
gas_radii = landing_radii(free_path, flights)
inner = np.count_nonzero(gas_radii < sample)
outer = np.count_nonzero((gas_radii >= sample) & (gas_radii < ring))
area_ratio = (ring ** 2 - sample ** 2) / sample ** 2
p_in, p_ring = captured(sample, flat, ring), captured(ring, flat, ring)
annulus_free = (p_ring - p_in) / p_in / area_ratio
annulus_gas = outer / inner / area_ratio
annulus_error = annulus_gas * np.sqrt(1 / inner + 1 / outer)
gas_rate_ratio = inner / flights / p_in
gas_rate_error = gas_rate_ratio / np.sqrt(inner)

width, groove = 8.0, 3.0                       # mm
nodes, weights = np.polynomial.legendre.leggauss(12)
ring_radii = ring + 0.5 * width * nodes
ring_weights = weights * ring_radii / np.sum(weights * ring_radii)


def wide_profile(r, h):
    return np.sum(ring_weights * closed_profile(r, h, ring_radii))


wide_flat = brentq(lambda h: wide_profile(0.025, h) / wide_profile(0, h) - 1,
                   ring, 2 * ring)


def edge_ratio(power):
    return direct_profile(sample, flat, ring, power) / direct_profile(0, flat, ring, power)


# ---- Output ----
print(f"Ring radius R: {ring:.1f} mm; sample radius: {sample:.1f} mm")
print(f"Ion current: {current:.2f} A; yield: {sputter_yield:.1f} atoms/ion")
print(f"Film density: {film_density:.1f} g/cm3 = {atom_density:.3e} atoms/m3")
print(f"Emitted atoms: {emitted:.3e} 1/s")
print(f"Flat distance/R from definition: {flat_unit:.6f} (no unit)")
print(f"Flat distance sqrt(2) R: {flat:.2f} mm")
print(f"Quartic coefficient from definition: {quartic:.4f}; -5/27 = {-5/27:.4f}")
print(f"Rate at centre: {rate_centre:.3f} nm/s = {10*rate_centre:.2f} angstrom/s")
print(f"Rate at sample edge: {rate_edge:.3f} nm/s")
print(f"Deposition time: {duration:.0f} s")
print(f"Thickness at centre: {rate_centre*duration:.1f} nm")
print(f"Thickness at sample edge: {rate_edge*duration:.1f} nm")
print(f"Fraction landing on sample: {100*p_in:.2f} %")
print(f"Fraction landing within R: {100*p_ring:.2f} %")
print("Thickness relative to centre at r = 5, 12.5, 25, 37.5 mm (no unit):")
for h in (ring, flat, 2 * ring):
    row = [closed_profile(r, h, ring) / closed_profile(0, h, ring)
           for r in (5.0, 12.5, 25.0, 37.5)]
    print(f"  h = {h:.2f} mm: " + ", ".join(f"{v:.4f}" for v in row))
peak = peak_radius(ring, ring)
peak_ratio = closed_profile(peak, ring, ring) / closed_profile(0, ring, ring)
print(f"Off-axis maximum at h = R: r = {peak:.2f} mm, ratio {peak_ratio:.4f}")
print(f"Best distance for sample: {best:.2f} mm")
print(f"Small-sample estimate of it: {np.sqrt(2*ring**2-5*sample**2/6):.2f} mm")
print(f"Half-range spread at sqrt(2) R: {100*spread(flat, ring, sample):.3f} %")
print(f"Half-range spread at best distance: {100*spread(best, ring, sample):.3f} %")
print(f"Spread gain, sample radius 0.1 R: {gain_small:.3f} (no unit)")
print("Neglected effects, at h = sqrt(2) R unless stated:")
print(f"Argon: {pressure:.1f} mTorr, {gas_temperature:.0f} K")
print(f"Collision cross-section: {cross_section:.0f} angstrom^2")
print(f"Mean free path: {free_path:.0f} mm; ring to centre: {path_centre:.1f} mm")
print(f"Unscattered on path to centre: {100*np.exp(-path_centre/free_path):.1f} %")
print(f"Sample deposit, gas/no gas: {gas_rate_ratio:.3f} +- {gas_rate_error:.3f}")
print(f"All landed atoms with gas: {100*gas_radii.size/flights:.1f} % of emitted")
print("Mean thickness, annulus 12.5-25 mm over sample disc (no unit):")
print(f"  no gas {annulus_free:.4f}; gas {annulus_gas:.4f} +- {annulus_error:.4f}")
print(f"Edge/centre, cosine emission: {edge_ratio(1.0):.4f} (no unit)")
for power in (0.7, 1.5):
    print(f"Emission cos^{power}: flat distance {ring*np.sqrt((power+3)/2):.2f} mm, "
          f"edge/centre {edge_ratio(power):.4f}")
print(f"Racetrack width {width:.0f} mm: flat distance {wide_flat:.2f} mm, "
      f"edge/centre {wide_profile(sample, flat)/wide_profile(0, flat):.4f}")
deep = flat + groove
deep_rate = closed_profile(0, deep, ring) / closed_profile(0, flat, ring)
deep_edge = closed_profile(sample, deep, ring) / closed_profile(0, deep, ring)
print(f"Groove depth {groove:.0f} mm: centre rate ratio {deep_rate:.4f}, "
      f"edge/centre {deep_edge:.4f}")
print("tests ok")
```

Printed output:

```
Ring radius R: 25.0 mm; sample radius: 12.5 mm
Ion current: 0.20 A; yield: 1.0 atoms/ion
Film density: 5.3 g/cm3 = 4.395e+28 atoms/m3
Emitted atoms: 1.248e+18 1/s
Flat distance/R from definition: 1.414213 (no unit)
Flat distance sqrt(2) R: 35.36 mm
Quartic coefficient from definition: -0.1851; -5/27 = -0.1852
Rate at centre: 3.215 nm/s = 32.15 angstrom/s
Rate at sample edge: 3.180 nm/s
Deposition time: 60 s
Thickness at centre: 192.9 nm
Thickness at sample edge: 190.8 nm
Fraction landing on sample: 5.54 %
Fraction landing within R: 21.13 %
Thickness relative to centre at r = 5, 12.5, 25, 37.5 mm (no unit):
  h = 25.00 mm: 1.0194, 1.0991, 1.0733, 0.6231
  h = 35.36 mm: 0.9997, 0.9892, 0.8660, 0.5908
  h = 50.00 mm: 0.9936, 0.9587, 0.8286, 0.6304
Off-axis maximum at h = R: r = 18.73 mm, ratio 1.1430
Best distance for sample: 33.47 mm
Small-sample estimate of it: 33.46 mm
Half-range spread at sqrt(2) R: 0.545 %
Half-range spread at best distance: 0.161 %
Spread gain, sample radius 0.1 R: 3.974 (no unit)
Neglected effects, at h = sqrt(2) R unless stated:
Argon: 1.0 mTorr, 400 K
Collision cross-section: 20 angstrom^2
Mean free path: 207 mm; ring to centre: 43.3 mm
Unscattered on path to centre: 81.1 %
Sample deposit, gas/no gas: 0.995 +- 0.003
All landed atoms with gas: 96.9 % of emitted
Mean thickness, annulus 12.5-25 mm over sample disc (no unit):
  no gas 0.9393; gas 0.9357 +- 0.0033
Edge/centre, cosine emission: 0.9892 (no unit)
Emission cos^0.7: flat distance 34.00 mm, edge/centre 0.9833
Emission cos^1.5: flat distance 37.50 mm, edge/centre 1.0014
Racetrack width 8 mm: flat distance 35.00 mm, edge/centre 0.9875
Groove depth 3 mm: centre rate ratio 0.9417, edge/centre 0.9767
tests ok
```
